# Contact potential and the zero-current condition of a Kelvin probe, part 2

A flat-band voltage calculation needs the work function of a metal gate film. A Kelvin probe P vibrates above the film, the sample S, and a wire with a voltage source joins the two. The source holds the sample at $V_b$ relative to the probe. The null is the value of $V_b$ at which the alternating current vanishes.

In atomic units the electron has charge $-1$ and $4\pi\varepsilon_0=1$. A plane capacitor of area $A$ and gap $d$ has $C=A/(4\pi d)$. An energy difference in eV corresponds to the same number of volts.

With $\mu_i$ the Fermi level, electrostatic energy included, and $U_i$ the potential energy of an electron at rest just outside the surface, the work function is

$$W_i=U_i-\mu_i,\qquad i=S,P. \tag{1}$$

The potential just outside is $\phi_i=-U_i$. Minimising the energy gives

$$\phi_S-\phi_P=V_b-V_0,\qquad V_0=W_S-W_P. \tag{5}$$

The contact potential, $\phi_S-\phi_P$ at $V_b=0$, is $-V_0$; the compensating voltage is $V_0$. With negligible circuit resistance, the charge on the sample is

$$Q(t)=C(t)(V_b-V_0). \tag{10}$$

With a resistance $R$ it obeys

$$R\frac{dQ}{dt}+\frac{Q}{C(t)}=V_b-V_0. \tag{18}$$

For a uniform sample the null lies at $V_b=V_0$ in both cases.

In the example $W_P=5.00$ eV and $V_0=-0.480$ V, so $W_S=4.52$ eV. The probe is 2.0 mm in diameter. At the mean gap $F=0.20621$, and without bias the current amplitude is 17.30 pA.

The numerical output also lists a microscopic test: two boxes of free electrons, joined by a fixed capacitance, in which the lowest total energy was sought over the number of electrons transferred, without imposing equal Fermi levels.

## Patchy gate films and the limits of the reading

The symbols carried over are these. The sample S has work function $W_S$ and the probe P has $W_P$. The sample is held at voltage $V_b$ relative to the probe, and the gap potential is $\phi_S-\phi_P=V_b-V_0$ with $V_0=W_S-W_P$. The charge on the sample is $Q=C(V_b-V_0)$. For a gap $d_0(1+m\cos\omega t)$, the fundamental current has amplitude $\omega C_0F|V_b-V_0|$, where $C_0$ is the capacitance at the mean gap, $F=2\beta/\sqrt{1-m^2}$ and $\beta=(1-\sqrt{1-m^2})/m$. In the example $W_P=5.00$ eV, $V_0=-0.480$ V, $C_0=0.2782$ pF, $m=0.20$, the mean gap is 100 µm, the frequency is 100 Hz and the current slope is 36.04 pA/V. Atomic units are used in the algebra.

A polycrystalline gate film exposes grains of different orientation, and their work functions differ. Let 60% of the area have 4.60 eV and 40% have 4.40 eV. The film is a single conductor with one Fermi level $\mu_S$, so the potential just outside it must vary from grain to grain. On grains of about 10 nm, no height is both beyond the reach of the image force and small compared with a grain. Here $U(x)$ therefore means the electrostatic energy alone just outside the surface, without the image energy, and each grain is assumed to have the work function of a wide surface of its kind. Applying $W=U-\mu$ at each point $x$ of the surface gives

$$\phi_S(x)-\phi_P=v(x)=V_b-[W(x)-W_P]. \tag{22}$$

There is therefore a field near the film even when no current flows. What the probe collects follows from Laplace's equation in the gap. Let $z$ run from 0 at the film to $d$ at the flat probe, and set $\phi_P=0$. Write $v(x)=\bar v+\sum_kv_k\cos kx$ with $k>0$; sine terms and variation in the second lateral direction are treated in the same way. The solution is

$$\phi=\bar v\left(1-\frac zd\right)
+\sum_kv_k\cos kx\,\frac{\sinh k(d-z)}{\sinh kd}. \tag{23}$$

It equals $v(x)$ at $z=0$ and zero at $z=d$. In each term of the sum, the second derivative along $x$ gives a factor $-k^2$ and that along $z$ gives $+k^2$, so Laplace's equation is satisfied. The field at the probe is

$$E(x)=-\left.\frac{\partial\phi}{\partial z}\right|_{z=d}
=\frac{\bar v}{d}+\sum_kv_k\frac{k\cos kx}{\sinh kd}. \tag{24}$$

The charge density on the probe is $-E/(4\pi)$. Under a probe much wider than the grains, with edge effects neglected, the cosine terms integrate to zero. The opposite charge on the sample is

$$Q=\frac{A}{4\pi d}\,\bar v
=C\left[V_b-(\langle W\rangle-W_P)\right], \tag{25}$$

where the angle brackets denote the mean over area. The derivation of the null then goes through with $W_S=\langle W\rangle$. For the film,

$$\langle W\rangle=0.60\times4.60+0.40\times4.40=4.52\ \text{eV}. \tag{26}$$

This is the value found from the null, although no grain has it. The result holds at every gap for wide, flat, parallel surfaces. A curved or tilted probe gives more weight to the places where the gap is narrow, and its reading need not be the area mean.

A small probe can see more. Consider a small segment of the flat probe, surrounded by a guard at the same potential that moves with it, and let the vibration be small. The segment carries no alternating current when $E(x)$ does not change with $d$. Differentiating (24) gives

$$\frac{\partial E}{\partial d}=-\frac{\bar v}{d^2}
-\sum_kv_k\cos kx\,\frac{k^2\cosh kd}{\sinh^2kd}=0. \tag{27}$$

From (22), $\bar v=V_b-(\langle W\rangle-W_P)$, and $v_k=-W_k$, where $W_k$ is the ripple of the work function. Multiplying (27) by $-d^2$ and solving for the bias yields the local null

$$V_{\rm null}(x)=\langle W\rangle-W_P+\sum_kg(kd)W_k\cos kx,
\qquad g(s)=\frac{s^2\cosh s}{\sinh^2s}. \tag{28}$$

When the gap is much larger than the period of a ripple, $g\approx2s^2e^{-s}$ and that ripple is lost. For a close probe, expansion of the hyperbolic functions gives $g\approx1+s^2/6$, so the null follows those ripples whose period is long compared with the gap. At intermediate $s$ the factor exceeds one, reaching 1.17 near $s=1.6$, so beside a sharp grain boundary the null overshoots by about a tenth of the step even for a close probe. The factor approaches one from above because the ripple field in (24) is approximately $v_k\cos kx\,(1/d-k^2d/6)$: the second term also makes the field fall as the gap widens.

For a pattern with a period of 20 nm, $kd=2\pi d/(20\ \text{nm})$. At a gap of 20 nm the ripple in the null is 0.147 of that in the work function; at 40 nm it is 0.0011. At the mean gap of 100 µm, $kd=31416$, and nothing of this pattern can be seen. These factors belong to a single period. A random arrangement of grains also contains longer waves, which survive to larger gaps, so its ripple fades much more slowly with distance. For a sharp tip the factors are not quantitative, since (28) was derived for a flat guarded segment.

The loss of detail matters when many small gates are cut from the film. Suppose that each gate contains $N$ grains of equal area, and that each grain is independently of the first kind with probability $p$. Let $\Delta W$ be the difference between the two work functions. A grain deviates from the mean by $(1-p)\Delta W$ with probability $p$ and by $-p\Delta W$ with probability $1-p$. Its variance is

$$p(1-p)^2\Delta W^2+(1-p)p^2\Delta W^2
=p(1-p)\Delta W^2. \tag{29}$$

Variances of independent grains add, and the mean contains a factor $1/N$, whose square multiplies the sum. The standard deviation of the mean work function of a gate is therefore

$$\sigma=\Delta W\sqrt{\frac{p(1-p)}{N}}. \tag{30}$$

A gate 30 nm on a side, made up of whole square grains of 10 nm, has $N=9$. With $\Delta W=0.20$ eV and $p=0.60$,

$$\sigma=0.20\sqrt{\frac{0.60\times0.40}{9}}\ \text{eV}=32.7\ \text{meV}. \tag{31}$$

The wide probe covers $3.14\times10^{10}$ grains, for which the same formula gives 0.55 µeV. Two regions of the film would give practically the same null in this model, while individual gates differ by tens of millielectronvolts. A stable Kelvin reading across a wafer is thus no evidence that small gates have equal work functions.

For a given number of grains, unequal sizes increase the spread. If grain $j$ covers a fraction $a_j$ of the gate, with the fractions fixed and independent of the kind of grain, the factor $1/N$ in the variance is replaced by

$$\sum_ja_j^2=\frac1N+\sum_j\left(a_j-\frac1N\right)^2, \tag{32}$$

where $\sum_ja_j=1$ has been used. The spread of the mean is also not yet the spread of the threshold voltage. In a gate stack the dielectric may be thinner than a grain is wide. The potential below it then keeps some of the grain pattern, and the channel need not respond to the area mean.

The probe may also see surfaces other than the film. Let a sample holder with work function 4.30 eV face an equal area of the moving probe assembly at a mean distance of 1.0 mm. It is connected to the sample, so its own null voltage is $V_h=4.30-5.00=-0.70$ V. With negligible circuit resistance, the charges on film and holder add:

$$Q=C_f(t)(V_b-V_0)+C_h(t)(V_b-V_h). \tag{33}$$

Let $c_f$ and $c_h$ be the fundamental amplitudes of the two capacitances, each equal to its mean-gap capacitance times its factor $F$. Both gaps change in phase, so the fundamental current vanishes when $c_f(V_b-V_0)+c_h(V_b-V_h)=0$, which gives

$$V_b-V_0=\frac{c_h}{c_f+c_h}(V_h-V_0). \tag{34}$$

For an estimate, treat both as plane capacitors without edge fields, although these are not small at a gap of 1.0 mm; for a thin disc over a wide plane they change the shift and the residual current found below by about 5%. The holder is ten times farther away, so its capacitance is then one tenth of that of the film. The travel is the same, so its relative modulation is also one tenth, 0.020, for which $F\approx0.020$. Hence $c_h/c_f=0.10\times0.020/0.20621=0.0097$, and the shift is

$$\frac{0.0097}{1.0097}\times(-0.70+0.48)\ \text{V}
=-2.11\ \text{mV}. \tag{35}$$

The current is no longer zero at this null. The second harmonics of the two capacitances are in a different ratio from their fundamentals, and an amplitude of 13.87 fA remains at twice the vibration frequency. This is less than a thousandth of the 17.30 pA found without bias. A detector tuned to the fundamental reports a null there; one that responds to the whole current finds a minimum that is not zero.

Noise limits how closely the null can be located. The thermal noise of a resistor follows from equipartition. A capacitor $C$ in parallel with $R$ has mean energy $\tfrac12C\langle V^2\rangle=\tfrac12k_BT$. If the resistor has a constant voltage noise $S$ per unit bandwidth, the capacitor receives

$$\langle V^2\rangle=\int_0^\infty\frac{S\,df}{1+(2\pi fRC)^2}
=\frac{S}{4RC}=\frac{k_BT}{C}, \tag{36}$$

so $S=4k_BTR$. The equivalent current noise in a bandwidth $B$ is $\sqrt{4k_BTB/R}$. For 1.0 GΩ, 300 K and 1 Hz it is 4.07 fA rms. Divided by the slope of 36.04 pA/V, this corresponds to 0.113 mV. The number compares an rms noise with a peak signal and leaves out the noise of the amplifier.

The same load gives $\omega RC_0=0.1748$. To leading order in $m$, the circuit equation with resistance, $R\,dQ/dt+Q/C=V_b-V_0$, reduces the fundamental by $1/\sqrt{1+0.1748^2}=0.985$. Integration in time with $m=0.20$ gives 0.982. If the gap is the only capacitance in the circuit, the load costs about 2% of the signal. A fixed capacitance in parallel with the gap costs more: 1 pF lowers the fundamental to 0.78 of its ideal value and 10 pF to 0.15, and the noise figure of 0.113 mV grows in the same proportion. In neither case does the load move the null of a uniform sample.

Adsorbed molecules can matter far more. Represent them by two sheets of charge density $\pm s$ a distance $l$ apart. The field between the sheets is $4\pi s$, so the potential changes by $4\pi sl$ across the layer. The product $sl$ is the dipole moment per area, equal to the number of molecules per area $N_a$ times the normal moment $p_a$ of each. In ordinary units the step is $N_ap_a/\varepsilon_0$. For $1.0\times10^{14}\ \text{cm}^{-2}$, which is one molecule per square nanometre, and a moment of 0.005 e nm, it is 90.5 mV. If the positive ends point outwards, the potential outside rises, the electron energy there falls, and the work function drops by 90.5 meV, from 4.52 to 4.43 eV. The same layer on the probe would move the null the other way, because $V_0=W_S-W_P$. The null remains a true null; what has changed is the surface being measured.

Two further effects are small in this example: the thermal spreading of the electrons over the levels, and the mean field in the gap. For free electrons of fixed density with a Fermi energy of 5.0 eV, warming from absolute zero to 300 K shifts the chemical potential by −0.110 meV. Changes in the lattice and in the surface dipole are not included in that figure and can be larger. The field averaged over the film is largest at the smallest gap, 80 µm; without bias it is then $0.480\ \text{V}/80\ \text{µm}=6.0\times10^{-5}$ MV/cm. This is 0.002 of a rough breakdown strength of air, 0.03 MV/cm, a value for wide gaps; a gap of 80 µm withstands a higher field. Within about a grain's width of the film the patch field is much stronger, but the potential differences behind it are only 0.20 V, too small to give an electron the energy to ionise a molecule. A temperature difference between the metals would break a basic assumption, since a thermoelectric voltage would then separate the Fermi levels even with no source in the wire.

The parameters are round values in the rough regime of a titanium nitride gate film, with two grain orientations and grains of about 10 nm. They do not describe a measured sample. In a finished device the exposed surface is no longer the relevant one. The gate metal there touches a high-k dielectric, and its effective work function contains the dipole of that interface in place of the dipole of the free surface. An interface layer with the density used above and the same net moment, screening by the surrounding material included, would move the value by 90.5 meV, and shifts of a few tenths of an electronvolt are a rough measure of what can occur in real stacks. For a flat-band calculation, the 4.52 eV from the null is therefore a starting value for the exposed film in the state in which it was measured, adsorbed layers included. The change in dipole from that surface to the interface in the device must be added to it.

The absolute value also inherits any error in $W_P$, one for one. If two films are measured with the same unchanged probe and stray capacitance is negligible, their nulls differ by

$$V_0^{(1)}-V_0^{(2)}=W_S^{(1)}-W_S^{(2)}, \tag{37}$$

and the work function of the probe cancels. A comparison of films can thus be more reliable than either absolute value, provided that the surface of the probe stays the same between the two measurements. A stray capacitance that does not vary in time holds a constant charge at the null and has no effect on the difference. One that vibrates with the probe does not cancel completely, even if it is the same in both measurements: by (34) it multiplies the difference by $c_f/(c_f+c_h)$, which is 0.990 for the holder above. The values used here are collected in the numerical output that follows.

## Numbers as computed

```
MICROSCOPIC TEST
box sample work function: 4.644 eV
box probe work function: 5.125 eV
electrons moved without bias: 526
box contact potential: 0.477 V
box compensating voltage: -0.481 V
Fermi mismatch before: -0.4808 eV
Fermi mismatch after: 0.0003 eV
EXAMPLE
grain work functions: 4.60, 4.40 eV
area fraction of first kind: 0.60
mean sample work function: 4.520 eV
probe work function: 5.000 eV
contact potential: 0.480 V
compensating voltage: -0.480 V
compensating voltage: -0.01764 a.u.
probe diameter: 2.0 mm
mean gap: 100 um
relative gap modulation: 0.20
frequency: 100 Hz
capacitance at mean gap: 0.2782 pF
fundamental factor: 0.20621
current slope: 36.04 pA/V
current amplitude without bias: 17.30 pA
GRAINS
grain size: 10 nm; gate side: 30 nm
grains in gate: 9
spread of gate mean: 32.7 meV
grains under probe: 3.14e+10
spread under probe: 0.55 ueV
ripple factor, pitch 20 nm, gap 20 nm: 0.14745
ripple factor, pitch 20 nm, gap 40 nm: 0.00110
kd at the mean gap: 31416
NEGLECTED EFFECTS
load: 1.0 Gohm; omega R C: 0.1748
current with load / ideal current: 0.9824
temperature: 300 K; bandwidth: 1 Hz
thermal current noise: 4.07 fA rms
rms noise / peak slope: 0.113 mV
holder work function: 4.30 eV
holder gap: 1.0 mm
null shift by holder: -2.11 mV
second harmonic left at null: 13.87 fA
dipole density: 1.0e+14 cm^-2
dipole moment: 0.005 e nm
work-function change by dipoles: 90.5 meV
model Fermi energy: 5.0 eV
thermal chemical-potential shift: -0.110 meV
largest gap field without bias: 6.00e-05 MV/cm
rough air strength: 0.03 MV/cm
gap field / air strength: 2.00e-03
```
